# Why a clear assist brightens or dims a coherently imaged contact

**Q:** I added a small clear opening beside an isolated contact on a mask. The opening doesn't print, and it lets more light through the mask. Yet in a simulation with on-axis coherent light, the contact became dimmer. How can more light in give less light at the contact?

**A:** In coherent imaging the amplitudes add first, and the intensity is the square of their sum. The assist sends a small amplitude to the contact, and that amplitude can have either sign.

To make this definite, take a thin mask with an opaque background, scalar light, one plane wave on axis, and a focused lens with a uniformly filled circular pupil. All lengths are at wafer scale. Let $t(\mathbf x')$ be the mask transmission, 1 in a clear opening and 0 outside. Its spectrum is

$$T(\mathbf f)=\int t(\mathbf x')e^{-2\pi i\mathbf f\cdot\mathbf x'}d^2x'.$$

The lens passes spatial frequencies up to $f_0=\mathrm{NA}/\lambda$, so the image field is

$$E(\mathbf x)=\int_{|\mathbf f|<f_0}T(\mathbf f)e^{2\pi i\mathbf f\cdot\mathbf x}d^2f.$$

Inserting $T$ and exchanging the integrals gives

$$E(\mathbf x)=\int K(\mathbf x-\mathbf x')t(\mathbf x')d^2x',\qquad
K(\mathbf r)=\int_{|\mathbf f|<f_0}e^{2\pi i\mathbf f\cdot\mathbf r}d^2f.$$

A fully open mask has $T=\delta(\mathbf f)$ and hence $E=1$, which sets the unit of field and intensity. The pupil is symmetric under $\mathbf f\to-\mathbf f$, so the sine parts cancel and $K$ is real.

Call the field of the contact alone $E_0$ and the field added by the assist $e$. Both are real, and

$$\Delta I=(E_0+e)^2-E_0^2=2E_0e+e^2=e(2E_0+e).$$

The light of the assist by itself is $e^2$, which is never negative. The term $2E_0e$ is interference, and it can be negative.

**Q:** So the contact dims whenever the two fields have opposite signs?

**A:** Not quite. The factored form gives the cases:

- If $E_0$ and $e$ have the same sign, both factors have that sign, and the point brightens.
- If the signs are opposite and $|e|<2|E_0|$, the second factor keeps the sign of $E_0$. The product is negative and the point dims.
- If the signs are opposite and $|e|>2|E_0|$, the second factor takes the sign of $e$, and the point brightens.
- If $e=0$, or if $e=-2E_0$, nothing changes.

"Weak" must therefore mean weak compared with the main field at the point observed. At the centre of a bright contact this is easily met. Near a dark zero of $E_0$ it fails for any assist whose field there is not zero.

**Q:** Where does a negative amplitude come from? Both openings are clear and in phase.

**A:** It comes from the lens. Put a small assist of area $a$ at distance $d$ along $x$. In the pupil its wave carries the phase factor $e^{-2\pi if_xd}$. The contact centre receives the sum of this factor over the pupil, and by symmetry only the fringe $\cos(2\pi f_xd)$ survives. For small $d$ the cosine is positive over the whole disc. As $d$ grows, negative strips enter from the sides, and at some distance they outweigh the positive part.

The sum can be done in closed form. In polar coordinates the angular integral of $e^{2\pi ifr\cos\phi}$ is $2\pi J_0(2\pi fr)$, so

$$K(r)=2\pi\int_0^{f_0}fJ_0(2\pi fr)\,df.$$

Set $u=2\pi fr$, so that $f\,df=u\,du/(2\pi r)^2$. Since $\frac{d}{du}[uJ_1(u)]=uJ_0(u)$,

$$K(r)=\frac{1}{2\pi r^2}\Big[uJ_1(u)\Big]_0^{2\pi f_0r}=\frac{f_0J_1(2\pi f_0r)}{r}.$$

For small $r$, $J_1(z)\approx z/2$ gives $K(0)=\pi f_0^2$, the area of the pupil. For a small assist, $e(0)\approx aK(d)$, and to first order in $a$

$$\Delta I(0)\approx2aE_0(0)K(d).$$

With a positive field at the contact centre, the sign of the displaced kernel decides the result.

**Q:** At what distances does the sign change?

**A:** Write $z=2\pi f_0r$. The kernel changes sign at the zeros of $J_1$, the first two being $z=3.832$ and $7.016$. Its extrema follow from

$$\frac{d}{dz}\frac{J_1(z)}{z}=-\frac{J_2(z)}{z},$$

so they lie at the zeros of $J_2$, $z=5.136$ and $8.417$.

Take $\lambda=193$ nm and $\mathrm{NA}=0.60$, so that $1/f_0=321.7$ nm. The kernel is positive out to 196.2 nm, negative from there to 359.2 nm, and positive again to 520.8 nm. Its deepest negative value is $-0.1323\,K(0)$ at 262.9 nm, and the next positive maximum is $0.0645\,K(0)$ at 430.9 nm.

**Q:** My assist is not a point. Does its size move these boundaries?

**A:** A little. The added field contains the kernel averaged over the opening. For a square of side $w$, expand $K$ about the centre of the opening. The odd terms average to zero, and the mean of $x^2$ or $y^2$ is $w^2/12$. To second order in $w$,

$$\bar K=K+\frac{w^2}{24}\nabla^2K.$$

Let $g(z)=J_1(z)/z$, so that $K=2\pi f_0^2g$. Putting $J_1=zg$ into Bessel's equation gives $g''+3g'/z+g=0$. At a zero of the kernel $g=0$, and therefore $g''+g'/z=-2g'/z$. The left side is the Laplacian in the variable $z$. In terms of $r$ this reads

$$\nabla^2K=-\frac{2}{r_0}K'(r_0).$$

Moving the assist outward by $\delta$ adds $K'\delta$ to $\bar K$. The new neutral distance satisfies

$$K'\delta-\frac{w^2}{12r_0}K'=0,\qquad \delta=\frac{w^2}{12r_0}.$$

For $w=70$ nm the first shift is $4900/(12\times196.2)=2.1$ nm and the second is 1.1 nm. Integration over the whole opening puts the neutral distances at 198.3 and 360.3 nm, in agreement with this estimate.

**Q:** How large is the effect on a contact?

**A:** Take a 160 nm square contact and one 70 nm square assist. The contact alone has $E_0=0.6333$ at its centre, so $I_0=0.4011$.

Place the assist at 260 nm, in the negative ring. Its field at the contact centre is $e=-0.01812$. Then

$$2E_0e=2(0.6333)(-0.01812)=-0.02295,\qquad e^2=0.00033.$$

The sum is $-0.0226$, or $-5.6\%$ of the original intensity. The assist's own light is far too small to repay the loss by interference.

Now move the same assist to 430 nm. Its field is $+0.00886$, the cross term is $+0.01122$, and the centre brightens by 2.8%. The gain is smaller than the loss because the outer ring of the kernel is weaker.

With four assists, one on each side, the fields add before squaring. At 260 nm the relative change is

$$\left(1-\frac{4\times0.01812}{0.6333}\right)^2-1=-21.6\%,$$

and at 430 nm it is $+11.5\%$.

As a test, the intensity at the contact centre was computed from the pupil integral for 45 assist distances between 120 and 560 nm and compared with $e(2E_0+e)$, where the fields came from integrating $K$ over the openings. The largest difference was $7\times10^{-16}$ of the clear-field intensity.

**Q:** Does that matter for the printed size?

**A:** In a simple threshold model it does. Hold the exposure dose fixed, and fix the threshold at 0.2215, the level at which the contact alone prints 160 nm wide. Measured perpendicular to the line joining contact and assist, the width becomes 150.0 nm with one assist at 260 nm and 164.8 nm with one at 430 nm. Along the joining line the width does not follow the centre intensity: it is 162.5 nm and 159.8 nm, because the assist's field is different at the near and far edges. A single assist therefore changes the shape of the contact, not only its size.

The assist stays below the threshold in both cases. Along the joining line, within 50 nm of the assist centre, the highest intensity is 0.015 for the nearer place and 0.031 for the farther one.

**Q:** You said the sign rule can fail near a dark zero. Does that happen here?

**A:** Yes, at the nearer assist itself. At 260 nm the contact's field is $-0.0646$ and the assist's own field is $+0.1431$. The signs are opposite, but $0.1431$ exceeds $2\times0.0646=0.1292$. Hence

$$\Delta I=0.1431(-0.1292+0.1431)=+0.0020,$$

and the intensity rises from 0.0042 to 0.0062. The same assist that dims the contact brightens its own site.

Along the line from the contact centre to 500 nm, sampled every 5 nm, 47 points have equal signs and brighten. Another 22 have opposite signs with a weak added field, and they dim. The remaining 32 have opposite signs but an added field that is not weak, and they brighten. The exceptions thus cover a good part of the dark stretch of this line, though not the bright centre of the contact.

**Q:** The extra opening must put its energy somewhere. Where does it go?

**A:** Some of it is moved within the image, and some is stopped by the pupil. To find the power that reaches the image, integrate $\Delta I$ over the whole plane. Since the pupil transmits either 1 or 0, applying it twice is the same as applying it once, which for the kernels means

$$\int K(\mathbf x-\mathbf x_1)K(\mathbf x-\mathbf x_2)d^2x=K(\mathbf x_1-\mathbf x_2).$$

Writing both fields in $2E_0e+e^2$ as integrals of $K$ over their openings then gives

$$\int\Delta I\,d^2x=2\int_{\rm assist}E_0\,d^2x+\int_{\rm assist}e\,d^2x
\approx2aE_0(\mathbf d)+a^2K(0).$$

If $E_0(\mathbf d)$ is negative and the assist is small enough, the first term wins, and the total power in the image falls. At 260 nm this requires a side below about 65 nm. The 70 nm assist of the example is just above that limit: it dims the contact centre, yet the total power in the image rises slightly, by about 2% of the light that passes the assist. The mask still transmits more light, in proportion to the added area $a$. In this thin-mask model most of the spectrum of a small assist lies outside the pupil, about 86% of its power for the 70 nm opening. Part of that is evanescent at the mask and does not travel to the lens at any angle. At 260 nm, interference between the waves of the two openings moves a further amount there, equal to about 12% of the assist's light.

**Q:** Is the negative ring a property of every lens, or of this pupil?

**A:** It depends on how the pupil is filled. Replace the uniform disc by the smooth amplitude $e^{-2f^2/f_0^2}$, extended well beyond $f_0$. Its kernel is

$$K_G(r)=\int e^{-2f^2/f_0^2}e^{2\pi i\mathbf f\cdot\mathbf r}d^2f=\frac{\pi f_0^2}{2}e^{-\pi^2f_0^2r^2/2},$$

which is positive at every distance. The clear assist then has no place from which to dim the contact. In the numerical comparison, with this pupil carried out to $4f_0$, the centre brightened at all 45 distances. This is a mathematical control, not a real lens, since $4f_0$ lies beyond the frequencies that a propagating wave in air can carry. At 260 nm the change was $+2.0\%$, where the uniform pupil gave $-5.6\%$.

**Q:** What if I make the assist a 180 degree phase opening?

**A:** Its transmission is $-1$, so $e$ changes sign and $e^2$ does not. At 260 nm the change becomes $+5.8\%$, and at 430 nm it becomes $-2.8\%$. To first order, the phase-shifted assist helps where the clear one harms.

**Q:** My scanner has an extended source. Does the rule survive?

**A:** It has to be generalized. A source point with spatial frequency $\mathbf s$ puts the factor $e^{2\pi i\mathbf s\cdot\mathbf x'}$ on the mask. Different source points are mutually incoherent, so their intensities are averaged. At the contact centre,

$$I=\iint J(\mathbf x_1-\mathbf x_2)K(\mathbf x_1)K(\mathbf x_2)t(\mathbf x_1)t(\mathbf x_2)\,d^2x_1d^2x_2,$$

where $J(\mathbf x_1-\mathbf x_2)$ is the source average of $e^{2\pi i\mathbf s\cdot(\mathbf x_1-\mathbf x_2)}$. Now put $t=t_0+t_a$, contact plus assist. For a symmetric source $J$ is real and even, so the two cross terms are equal:

$$\Delta I=2\iint JKK\,t_0t_a+\iint JKK\,t_at_a.$$

For small openings, the interference term is multiplied by $J(\mathbf d)$. The sign that matters is then that of $J(\mathbf d)K(\mathbf d)$.

For a disc source of radius $\sigma f_0$, $J(r)=2J_1(v)/v$ with $v=2\pi\sigma f_0r$. At $\sigma=0.3$ this is about 0.74 at 260 nm and 0.39 at 430 nm. The full calculation gives changes of $-4.2\%$ and $+1.1\%$, so the signs survive but the distant assist loses more than half its benefit.

A dipole can reverse the rule. With two source points at $\pm0.6f_0$ along the line to the assist, $J=\cos(2\pi\times0.6f_0d)$. At 260 nm the phase is 3.05 rad and $J$ is close to $-1$. Two negative signs make a positive product, and the contact brightens by 6.5%. An assist placed at a right angle to the dipole axis has $J\approx1$ and, to leading order, still follows the sign of $K$.

**Q:** How close is the example to a real exposure tool?

**A:** The numbers are rough values for a 193 nm dry projection scanner, with NA at the low end for such tools. A single on-axis plane wave is an idealization, and real sources have finite size. The signs found here survive at $\sigma=0.3$, but not for every larger source: with a disc source of $\sigma=0.5$ the assist at 260 nm still dims the centre, by 2.2%, while the one at 430 nm no longer brightens it but dims it by 0.1%. Four other neglected effects were sized one at a time, each change being relative to the bare contact under the same conditions:

| Condition | Assist at 260 nm | Assist at 430 nm |
|---|---:|---:|
| Ideal model | −5.6% | +2.8% |
| Defocus 100 nm | −5.7% | +2.8% |
| Vector imaging in air | −5.6% | +2.8% |
| Resist blur 20 nm (Gaussian standard deviation) | −5.4% | +2.7% |
| Assist amplitude 0.8, phase 20° | −4.2% | +2.1% |

With defocus the fields are complex, and $2E_0e$ becomes $2\,\mathrm{Re}(E_0^*e)$. The last row is a trial value for the effect of mask thickness, not a rigorous mask calculation. To first order it multiplies the change by $0.8\cos20^\circ=0.75$.

For a contact under nearly coherent, on-axis light, a clear assist therefore brightens the centre where the averaged kernel is positive. With a single assist, the outer positive ring also keeps the shape of the contact better: inside the first zero the assist pulls the near edge of the contact outward, in this example by 28 nm at a distance of 180 nm, while at 430 nm that edge moves by less than 1 nm. For a larger or off-axis source, the placement must be worked out again with $J$ included. The numerical output below gives the remaining values.

## Computed values

```
Wavelength: 193 nm; NA: 0.60
Contact side: 160 nm; assist side: 70 nm
Wavelength/NA: 321.7 nm
Kernel zeros: 196.2, 359.2, 520.8 nm
Kernel minimum at 262.9 nm, K/K(0) = -0.1323
Next maximum at 430.9 nm, K/K(0) = 0.0645
Neutral distances, finite assist: 198.3, 360.3 nm
Bare contact centre: field 0.6333, intensity 0.4011 (clear = 1)
Distances tested: 45, from 120 to 560 nm
Largest gap between the two roads: 7.2e-16 (clear = 1)
Line points, assist at 260 nm: same sign, brighter: 47
  opposite sign, weak, dimmer: 22
  opposite sign, not weak, brighter: 32
  positions of these exceptions: 210, 215, 220, 225, 230, 235, 240, 245, 250, 255, 260, 265 nm
Threshold that prints the bare contact at 160 nm: 0.2215 (clear = 1)
ASSIST AT 260 nm: added field at contact centre -0.01812
  cross term -0.02295, squared term 0.00033 (clear = 1)
  centre intensity 0.3785 (clear = 1), change -5.64 %
  change with four assists: -21.58 %
  printed width across the assist axis: 150.0 nm
  change with a 180 degree assist: +5.80 %
  at assist site: main field -0.0646, added field +0.1431
  site intensity before 0.0042, after 0.0062 (clear = 1)
  peak within 50 nm of the site: 0.0153 (clear = 1)
  change, source sigma 0.3: -4.19 %
  change, defocus 100 nm: -5.74 %
  change, vector imaging in air: -5.63 %
  change, resist blur 20 nm: -5.40 %
  change, assist amplitude 0.8 and phase 20 deg: -4.25 %
  change, dipole at 0.6 of pupil radius: +6.47 %
ASSIST AT 430 nm: added field at contact centre +0.00886
  cross term +0.01122, squared term 0.00008 (clear = 1)
  centre intensity 0.4124 (clear = 1), change +2.82 %
  change with four assists: +11.50 %
  printed width across the assist axis: 164.8 nm
  change with a 180 degree assist: -2.78 %
  at assist site: main field +0.0319, added field +0.1431
  site intensity before 0.0010, after 0.0306 (clear = 1)
  peak within 50 nm of the site: 0.0307 (clear = 1)
  change, source sigma 0.3: +1.14 %
  change, defocus 100 nm: +2.76 %
  change, vector imaging in air: +2.82 %
  change, resist blur 20 nm: +2.70 %
  change, assist amplitude 0.8 and phase 20 deg: +2.12 %
  change, dipole at 0.6 of pupil radius: +1.04 %
Gaussian pupil, assist at 260 nm: change +2.021 %
Gaussian pupil: brighter at 45 of 45 distances
```
